\section*{Thermionic Injection Through a Gaussian Distribution of Electrode Barriers}

\section{An electrode with two barriers}

Let half of an electrode's area have the injection barrier $\phi_b+s$ and the other half $\phi_b-s$. The mean barrier is $\phi_b$ and the variance is $s^2$. Suppose that each half emits thermionically, with a current density proportional to $e^{-\beta\phi}$, where $\beta=1/(k_BT)$, and that the two currents simply add. Relative to a uniform electrode with barrier $\phi_b$, the mean current density is larger by the factor
\begin{equation}
M_1=\tfrac12\left(e^{-\beta s}+e^{\beta s}\right)=\cosh(\beta s)\ge 1 .
\label{two}
\end{equation}
The low half gains more than the high half loses. A uniform electrode would carry the same current if its barrier were lowered by $\Delta=k_BT\ln M_1$.

For $\beta s\ll1$, $\ln\cosh(\beta s)\simeq\beta^2s^2/2$, so that $\Delta\simeq s^2/(2k_BT)$. For $\beta s\gg1$, $\cosh(\beta s)\simeq e^{\beta s}/2$ and $\Delta\simeq s-k_BT\ln2$: the low half carries nearly everything, and the lowering cannot exceed $s$ because no lower barrier exists. A Gaussian distribution has no lowest barrier. For it the form $s^2/(2k_BT)$ holds at large $\beta s$ too, within limits set by the emission law and by the real tail of the distribution.

\section{The current of one patch}

Energies are measured from the electrode's Fermi level, $q>0$ is the elementary charge, and $J$ is the magnitude of the current density. At distance $x$ from a patch with zero-field barrier $\phi$, in a field of magnitude $F$, an electron has the potential energy
\begin{equation}
U(x)=\phi-qFx-\frac{q^2}{16\pi\varepsilon x}.
\end{equation}
The last term is the image energy. Here $\varepsilon$ is the permittivity that can follow the crossing electron, taken as the optical one, which assumes a crossing too fast for the lattice to follow. Setting $U'(x)=-qF+q^2/(16\pi\varepsilon x^2)=0$ gives
\begin{equation}
x_m=\sqrt{\frac{q}{16\pi\varepsilon F}} .
\end{equation}
At $x_m$ the two negative terms are equal, so the top lies below $\phi$ by
\begin{equation}
b=2qFx_m=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .
\end{equation}
This lowering does not depend on $\phi$. It shifts all patches equally and leaves the variance unchanged.

Let $\phi_b=\phi-b$. States at the barrier top have energy $\phi_b+\hbar^2k^2/(2m)$. Those moving forward are filled from the electrode with Fermi occupation $f$, and all of them are assumed to escape. With two spins,
\begin{equation}
J=\frac{2q}{(2\pi)^3}\int_{k_x>0}\frac{\hbar k_x}{m}\,f\,d^3k .
\end{equation}
Put $\epsilon_x=\hbar^2k_x^2/(2m)$ and $\epsilon_\perp=\hbar^2k_\perp^2/(2m)$. Then $(\hbar k_x/m)\,dk_x=d\epsilon_x/\hbar$ and $2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)\,d\epsilon_\perp$. If $\beta\phi_b\gg1$, $f\simeq e^{-\beta(\phi_b+\epsilon_x+\epsilon_\perp)}$, and each energy integral gives $k_BT$:
\begin{equation}
J=\frac{qm}{2\pi^2\hbar^3}(k_BT)^2e^{-\beta\phi_b}
=A^*T^2e^{-\beta\phi_b},\qquad
A^*=\frac{4\pi qmk_B^2}{h^3}.
\label{one}
\end{equation}
The last form uses $\hbar=h/(2\pi)$.

Now let patch $i$ occupy the area fraction $a_i$ and have the barrier $\phi_b+\delta_i$ in the field, where $\phi_b$ from here on denotes the area-weighted mean. If the patches emit independently, with common $A^*$, $T$ and $F$,
\begin{equation}
\langle J\rangle=\sum_i a_iA^*T^2e^{-\beta(\phi_b+\delta_i)}
=A^*T^2e^{-\beta\phi_b}M(\beta),\qquad M(\beta)=\langle e^{-\beta\delta}\rangle .
\label{sum}
\end{equation}
The average is over area, so large patches count for more. What remains is to find $M$.

\section{First derivation: weighting the Gaussian}

Take the area distribution of $\delta$ to be Gaussian with mean zero and variance $s^2$:
\begin{equation}
M(\beta)=\int_{-\infty}^{\infty}\frac{d\delta}{\sqrt{2\pi}\,s}
\exp\left(-\frac{\delta^2}{2s^2}-\beta\delta\right).
\end{equation}
Completing the square in the exponent,
\begin{equation}
-\frac{\delta^2}{2s^2}-\beta\delta
=-\frac{(\delta+\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2},
\label{square}
\end{equation}
since the squared bracket contributes $-\delta^2/(2s^2)-\beta\delta-\beta^2s^2/2$ and the last term cancels the surplus. The remaining Gaussian integrates to one, whatever its centre. Hence
\begin{equation}
M(\beta)=e^{\beta^2s^2/2},\qquad
\langle J\rangle=A^*T^2\exp\left[-\beta\left(\phi_b-\frac{s^2}{2k_BT}\right)\right].
\label{result}
\end{equation}
The effective barrier at temperature $T$ is $\phi_b-s^2/(2k_BT)$.

Equation~(\ref{square}) also shows where the current flows. The current-weighted distribution of barriers is a Gaussian of the same width $s$, centred on
\begin{equation}
\phi_*=\phi_b-\frac{s^2}{k_BT}.
\end{equation}
This centre is lowered by twice as much as the effective barrier. The difference is the price of rarity: barriers near $\phi_*$ emit strongly but occupy little area. Half the current passes through patches with $\delta<-\beta s^2$, whose area fraction is $\Phi(-\beta s)$, where $\Phi$ is the cumulative normal distribution.

\section{Second derivation: many small shifts}

The two-barrier electrode leads to the same result without a Gaussian integral. Suppose that the offset of a patch is the sum of $n$ independent shifts,
\begin{equation}
\delta=\sum_{j=1}^{n}\eta_j,\qquad \eta_j=\pm\frac{s}{\sqrt n}\ \text{with equal probability.}
\end{equation}
Each shift has variance $s^2/n$, and variances of independent terms add, so $\delta$ has variance $s^2$. The exponential of a sum is a product, and the average of a product of independent factors is the product of their averages. Each average is~(\ref{two}) with $s$ replaced by $s/\sqrt n$:
\begin{equation}
M_n(\beta)=\left[\cosh\left(\frac{\beta s}{\sqrt n}\right)\right]^n .
\end{equation}
From $\cosh y=1+y^2/2+y^4/24+\dots$ and $\ln(1+u)=u-u^2/2+\dots$,
\begin{equation}
\ln\cosh y=\frac{y^2}{2}+\frac{y^4}{24}-\frac{y^4}{8}+\dots
=\frac{y^2}{2}-\frac{y^4}{12}+\dots
\end{equation}
With $y=\beta s/\sqrt n$ this gives
\begin{equation}
\ln M_n=\frac{\beta^2s^2}{2}-\frac{\beta^4s^4}{12\,n}+\dots
\;\longrightarrow\;\frac{\beta^2s^2}{2}\qquad(n\to\infty).
\label{clt}
\end{equation}

By the central limit theorem the distribution of $\delta$ tends to the Gaussian. That alone does not fix the average of $e^{-\beta\delta}$, which is unbounded and could draw on ever rarer patches. A bound excludes this. Since $(2k)!\ge2^kk!$, comparing series term by term gives
\begin{equation}
\cosh y=\sum_{k\ge0}\frac{y^{2k}}{(2k)!}\le\sum_{k\ge0}\frac{y^{2k}}{2^kk!}=e^{y^2/2},
\end{equation}
so $\langle e^{-2\beta\delta}\rangle=M_n(2\beta)\le e^{2\beta^2s^2}$ for every $n$. Patches with $e^{-\beta\delta}>K$ therefore contribute at most $\langle e^{-2\beta\delta}\rangle/K\le e^{2\beta^2s^2}/K$ to the average. This vanishes as $K\to\infty$, uniformly in $n$. The limit~(\ref{clt}) is thus the Gaussian average, in agreement with~(\ref{result}).

\section{What each derivation assumes}

Both derivations rest on~(\ref{sum}): independent patches, Boltzmann emission and a common prefactor. Neither needs $\beta s$ to be small. They differ in what they ask of the disorder.

The first takes the Gaussian density as given and says nothing of its origin. It needs that density to be right about $\beta s$ standard deviations below the mean, where the current flows. A good fit to the middle of a measured distribution does not establish this.

The second assumes an origin, many small independent causes, and shows how many are needed. For finite $n$ the lowering is smaller than $s^2/(2k_BT)$ by $k_BT(\beta s)^4/(12n)$ to leading order in $1/n$. The offset cannot fall below $-s\sqrt n$, so a tail reaching to $-\beta s^2$ requires $\sqrt n>\beta s$. The first derivation in return gives the distribution of the current over the barriers directly.

\section{Effective barrier and activation energy}

From~(\ref{result}), $\ln(\langle J\rangle/T^2)=\ln A^*-\beta\phi_b+\beta^2s^2/2$. A Richardson plot of this quantity against $\beta$, at fixed field and with $\phi_b$ and $s$ independent of temperature, is curved. Its local slope gives the activation energy
\begin{equation}
E_a=-\frac{\partial}{\partial\beta}\ln\frac{\langle J\rangle}{T^2}
=\phi_b-\beta s^2=\phi_b-\frac{s^2}{k_BT}.
\label{slope}
\end{equation}
This equals $\phi_*$ and lies below the effective barrier by a further $s^2/(2k_BT)$. Extending the tangent to $\beta=0$ gives the intercept
\begin{equation}
\ln\frac{\langle J\rangle}{T^2}+\beta E_a=\ln A^*-\frac{\beta^2s^2}{2},
\end{equation}
so the apparent Richardson constant is $A^*e^{-\beta^2s^2/2}$. Such a plot reports too low a barrier and too small a prefactor together.

Cooling moves $\phi_*$ downwards until it reaches zero at $T=s^2/(k_B\phi_b)$. The Boltzmann form~(\ref{one}) has then failed for the patches that matter. The result requires $\phi_*$ to exceed zero by several $s$ and several $k_BT$.

\section{Finite patches and finite samples}

\textbf{Patch size.} Let a disc of radius $R$ have offset $\delta$ while its surroundings have the mean barrier. Solving Laplace's equation above the plane, the disc contributes on its axis
\begin{equation}
V(z)=\delta\,z\int_0^R\frac{\rho\,d\rho}{(\rho^2+z^2)^{3/2}}
=\delta\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].
\end{equation}
Electrons cross the top at $z\simeq x_m$, where part of the offset has faded. Because $U'(x_m)=0$, the top shifts to first order by $V(x_m)\simeq\delta(1-x_m/R)$ for $R\gg x_m$. On the axis the standard deviation shrinks by this factor. If the whole patch emitted as its centre does, the lowering would be
\begin{equation}
\Delta\simeq\frac{s^2}{2k_BT}\left(1-\frac{x_m}{R}\right)^2 .
\label{patch}
\end{equation}
This is an upper estimate. Towards the rim the offset fades more, and at the edge less than half of it is left, so the lowering found from the current of the whole patch is smaller.

Near the surface, on the axis, $V\simeq\delta(1-z/R)$. For a low patch, the energy without the image term rises away from the electrode if $|\delta|/R>qF$. Without the image force, the surroundings then pinch off the patch. With it there is no sharp threshold: as $R$ shrinks, more of the offset is lost at the barrier top, and adding patch currents with the full offsets becomes a poor approximation.

\textbf{Number of patches.} For $N$ equal patches the relative variance of the total current is
\begin{equation}
\frac{1}{N}\,\frac{M(2\beta)-M(\beta)^2}{M(\beta)^2}
=\frac{e^{2\beta^2s^2}-e^{\beta^2s^2}}{N\,e^{\beta^2s^2}}
=\frac{e^{\beta^2s^2}-1}{N}.
\end{equation}
Unless this is small, the current depends on whether a few rare patches happen to be present.

\section{A low-k example at 105\,$^\circ$C}

Take a mean zero-field barrier of 1.30\,eV, $s=0.080$\,eV, $T=378$\,K, $F=0.20$\,MV/cm, a relative optical permittivity of 2.0 and $m=0.50\,m_e$. The image force lowers the barrier by 0.120\,eV at $x_m=3.0$\,nm, so $\phi_b=1.180$\,eV. With $k_BT=0.03257$\,eV,
\begin{equation}
\frac{s^2}{2k_BT}=\frac{(0.080)^2}{2\times0.03257}\,\text{eV}=0.098\,\text{eV},
\qquad \beta s=2.456 .
\end{equation}
The effective barrier is $1.180-0.098=1.082$\,eV. The current gain is $e^{(2.456)^2/2}=20.4$, which raises $J$ from $1.6\times10^{-9}$ to $3.2\times10^{-8}$\,A/cm$^2$. Numerical averaging with full Fermi statistics gives the same lowering, 0.09824\,eV, to the digits printed. Half the current flows through 0.70\% of the area.

The activation energy is 0.98\,eV, and the apparent Richardson constant is 0.049 of $A^*$. A straight line through the points at 300 and 378\,K gives 0.958\,eV, lower still because the colder point draws on lower barriers. These three values hold for the bare emission law. Tunnelling and slow transport, estimated below, depend on temperature and do not cancel from such a plot: semiclassical tunnelling moves the two-point slope to 0.952\,eV, and the transport limit at constant mobility shifts the slopes by up to about 15\,meV and brings the apparent constant down to about $10^{-3}A^*$. In the second derivation, the finite-$n$ deficit is $0.03257\times(2.456)^4/(12n)\simeq0.10/n$ in eV, so a hundred small causes suffice to within about 1\,meV.

The tail matters more. Cutting the Gaussian at $\pm3s$ reduces the lowering to 0.087\,eV. At 40\,K, below the limit of 63\,K, the formula gives 0.93\,eV, whereas the Gaussian average with Fermi statistics gives 0.80\,eV. Both numbers leave out tunnelling, which is no longer a small correction at this temperature.

For patches of 100\,nm radius, a contact of 1\,$\mu$m$^2$ holds 32. With the full offsets, the median lowering over simulated contacts of this kind is 0.078\,eV: the typical small contact leaks less than the mean. With the fading of the offsets averaged over each patch it is about 0.068\,eV. A pad of $10^{-4}$\,cm$^2$ holds about $3.2\times10^5$ patches, and with the full offsets its current scatters by 3.6\% rms, or about 2.5\% with the fading included. This scatter draws on patches near $\delta=-2\beta s^2\simeq-5s$, of which such a pad holds less than one on average; with the Gaussian cut at $\pm3s$ and full offsets it is only 0.8\%. The numerical maximum of the barrier on the patch axis gives lowerings of 0.092, 0.078 and 0.041\,eV for $R=100$, 30 and 10\,nm; averaged over the patch area, they are smaller. The last radius is close to the pinch-off radius of the dominant patches without image force, $s^2/(k_BT\,qF)=9.8$\,nm.

Effects common to all patches cancel from the lowering at fixed $T$. A semiclassical estimate of tunnelling multiplies the current by about 1.1, both at the mean barrier and at one lower by $s^2/(k_BT)$. At 1\,MV/cm the same estimate gives 2.5, again the same for both. It leaves out quantum reflection at the steep image potential near the metal, which at this field can cut the factor to between about 1.2 and 1.5, depending on how that potential is cut off at the surface. Slow transport in the film is a larger correction. Let $n_0$ be the equilibrium carrier density at the barrier top and $n$ the actual one. Injection minus return, $qv_R(n_0-n)$ with $v_R=\sqrt{k_BT/(2\pi m)}$, must equal the current carried away. This is estimated as $qv_dn$, where $v_d$ is the mobility times $F$. The estimate is rough, because it ignores the image force, which cancels the applied force at the top. Hence $n=n_0v_R/(v_R+v_d)$, and the current is $qv_Rn_0$ divided by $1+v_R/v_d$. For a mobility of 1\,cm$^2$/Vs, $v_d=2.0\times10^5$\,cm/s against $v_R=4.3\times10^6$\,cm/s. This estimate reduces all current densities above to about 0.04 of their values. The flat barrier top slows the escape, so the actual reduction is stronger: diffusion through the image-rounded barrier gives about 0.02.

This mobility also marks a limit of the model. With the mass used here it corresponds to a mean free path of about 0.05\,nm, far less than the 3\,nm to the barrier top. Electrons then diffuse over the top instead of crossing it freely, and neither the emission law nor the tunnelling factor is quantitative. The crossing takes about a picosecond, long enough for the lattice to follow. With a static permittivity of 2.7 the image force would lower the barrier by 0.103\,eV instead of 0.120\,eV. The absolute current densities are therefore only rough indications. For patches very much wider than the barrier region, in a film so thick that their offsets hardly change the field, these corrections are nearly the same everywhere and the gain stays close to 20.4. For the 100\,nm patches it is smaller: the lowering of 0.092\,eV on the patch axis corresponds to a gain of 17 for free emission, or about 16 for diffusion along the axis, and free emission averaged over the patch area gives about 13.

These parameters are rough choices for a metal liner on an organosilicate low-k film. The 1.3\,eV stands for an effective leakage barrier; a clean band offset can be much larger, and thermionic current would then be negligible. The field is low, 0.04 of a rough breakdown field of 5\,MV/cm. The values of $s$ and $R$ are assumptions. If the patches are the grains of a thin liner, 100\,nm is probably too wide, and more of each patch's offset then fades before the barrier top: at the patch centre the lowering drops by about a fifth for a radius of 30\,nm and by more than half for 10\,nm, and the average over the patch drops further. Trapped charge and Poole--Frenkel conduction, both left out here, can change the field at the electrode or take over control of the current. The numerical output below lists the remaining estimates.

\section*{Computed results}
\begin{verbatim}
mean zero-field barrier      1.30 eV
barrier standard deviation   0.080 eV
temperature                  378 K
thermal energy               0.03257 eV
s/kT                         2.456
field                        0.20 MV/cm
film thickness               200 nm
optical, static permittivity 2.0, 2.7
mass ratio                   0.50
A*                           60.09 A/(cm2 K2)
image-force lowering         0.1200 eV
distance of barrier top      3.00 nm
mean barrier in field        1.1800 eV
disorder lowering, formula   0.09824 eV
disorder lowering, numeric   0.09824 eV
effective barrier            1.0818 eV
current gain                 20.41
gain from random patches     20.28
J without disorder           1.589e-09 A/cm2
J with disorder              3.243e-08 A/cm2
dominant barrier             0.9835 eV
area with half the current   0.702 %
activation energy, numeric   0.9835 eV
slope barrier, 300 K to T    0.9580 eV
apparent A / A*              0.0490
patch radius for counting    100 nm
patches in 1 um2             32
median lowering, 1 um2       0.0783 eV
patches in 1e-4 cm2          3.183e+05
rms current scatter there    3.61 %
lowering, cut at 3 s         0.0870 eV
low-temperature limit        62.9 K
lowering at 40 K, formula    0.9284 eV
lowering at 40 K, numeric    0.7984 eV
pinch-off radius, no image   9.82 nm
lowering, R =  10 nm         0.0409 eV
lowering, R =  30 nm         0.0778 eV
lowering, R = 100 nm         0.0923 eV
lowering, R = 200 nm         0.0953 eV
tunnel factor, mean barrier  1.0765
tunnel factor, dominant      1.0765
same at 1 MV/cm, mean        2.514
same at 1 MV/cm, dominant    2.514
mobility                     1.0 cm2/Vs
emission speed               4.270e+06 cm/s
drift speed                  2.000e+05 cm/s
drift-limit factor on J      0.0447
free-charge field change     1.36e-05 V/cm
occupation, dominant top     7.71e-14
rough breakdown field        5 MV/cm
field / breakdown field      0.040
\end{verbatim}
